# Wall collisions of nonsticking molecules in a deep blind hole

A feature-scale calculation of atomic layer deposition or etching may need the chance that a molecule is lost during its visit to a deep hole. If the loss per wall hit is so small that it hardly shortens even the long visits, this chance is the loss per hit times the mean number of hits made without loss. The decision is whether that number should grow as the aspect ratio or as its square. For a hole 50 diameters deep and a loss of $10^{-5}$ per hit, 201 hits give a loss near 0.2%, whereas 5000 hits would give 5%. The first figure is right for molecules entering from the gas. The second is close to the cost for those few that reach the bottom.

## The hole and the counting rule

The hole is a straight cylinder of diameter $d$ and depth $L$, closed at the bottom. Molecules cross the mouth uniformly over its area, with the cosine distribution of angles that an equilibrium gas supplies. They fly freely between walls, leave each wall with a cosine distribution about its normal, and never stick permanently. A hit on the side or the bottom counts as one; the exit through the mouth does not count.

Let $A$ be the mouth area and $S$ the wall area, bottom included. Let $h$ be the mean number of hits per unit wall area per entering molecule. For two surface elements a distance $r$ apart, with angles $\theta_1,\theta_2$ between their normals and the line joining them, a cosine emitter at element 1 sends to element 2 the fraction

$$
dF_{12}=\frac{\cos\theta_1\cos\theta_2}{\pi r^2}\,dA_2 .
$$

The hits on element 2 come from the mouth, where each entry supplies $1/A$ departures per unit area, and from the walls, where every hit is followed by a departure:

$$
h_2=\int_{\rm mouth}\frac{1}{A}\frac{\cos\theta_1\cos\theta_2}{\pi r^2}dA_1
+\int_{\rm wall}h_1\frac{\cos\theta_1\cos\theta_2}{\pi r^2}dA_1 .
$$

Try $h=1/A$ everywhere. Since $\cos\theta_1\,dA_1/r^2$ is the solid angle $d\Omega$ of the source seen from element 2, and mouth and walls together fill its whole hemisphere, the right side becomes

$$
\frac{1}{A}\int_{\rm hemisphere}\frac{\cos\theta_2}{\pi}\,d\Omega=\frac{1}{A}.
$$

The trial solution works. It is also the only bounded one. The difference of two solutions would have to reproduce itself flight after flight without any supply from the mouth. But every wall element in a hole of finite depth sees the mouth, so each flight has at least some fixed nonzero chance of escape, and an unsupplied population dies out. The same fact makes the mean number of hits finite.

Integrating $h=1/A$ over the walls gives the mean number of hits $M$:

$$
M=\frac{S}{A}=\frac{\pi dL+\pi d^2/4}{\pi d^2/4}=\frac{4L}{d}+1 .
$$

The final 1 is the bottom, whose area equals that of the mouth. It is hit once per entry on average, however deep the hole. For $L\to0$ the hole becomes a flat surface and $M=1$, as it should.

Tracing 30,000 molecules at each depth gave the following means, with one standard error:

| $L/d$ | traced hits | $4L/d+1$ |
|---:|---:|---:|
| 5 | $21.0\pm0.2$ | 21 |
| 10 | $41.4\pm0.6$ | 41 |
| 20 | $80.7\pm1.5$ | 81 |
| 50 | $202\pm6$ | 201 |

## Where the diffusion is hidden

The motion along the hole is nevertheless a random walk. Let $\alpha$ be the angle between a flight and the hole axis, and $\phi$ the angle between its projection on the cross-section and the inward normal. The projected chord is $d\cos\phi$, so the flight length is $d\cos\phi/\sin\alpha$ and the axial displacement is $z=d\cos\phi\cot\alpha$. The cosine of the angle to the normal is $\sin\alpha\cos\phi$, so the probability of a direction is $(1/\pi)\sin^2\!\alpha\cos\phi\,d\alpha\,d\phi$. Therefore

$$
\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\!\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\!\phi\,d\phi
=\frac{d^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac{2d^2}{3}.
$$

Successive flights are independent and have zero mean displacement, so their variances add. Writing the variance after $n$ hits as $2D'n$ gives

$$
D'=\frac{d^2}{3}
$$

per hit. A typical displacement of $L$ thus takes of order $(L/d)^2$ hits.

This cost is not paid by every molecule. Let $W$ be the probability of reaching the bottom at least once. Until first arrival, the molecule's history cannot depend on what lies at the far end. Hence $W$ is the transmission probability of an open tube of the same length.

For a long open tube, let $v(z)$ be the mean number of hits per unit length per entry. Near the entrance almost all molecules return, as in the blind hole, so $v(0)\simeq\pi d/A=4/d$. Near the open end $v(L)\simeq0$. Steady diffusion makes the profile linear:

$$
v(z)\simeq\frac4d\left(1-\frac zL\right).
$$

The number transmitted per entry is the diffusive current,

$$
W\simeq-D'\frac{dv}{dz}=\frac{d^2}{3}\cdot\frac{4}{dL}=\frac{4d}{3L}.
$$

At $L/d=50$ this leading estimate is 0.0267. A calculation that divides the wall into rings and uses their view factors gives 0.0253, so the estimate is about 5% high relative to that value. Halving the ring width from $d/8$ to $d/16$ moved $W$ by 0.3%.

About one molecule in forty therefore reaches the bottom. Since the bottom receives one hit per entry on average, those that reach it hit it $1/W\simeq40$ times on average.

## How a quadratic cost gives a linear mean

The contributions of molecules that do and do not reach the bottom can be separated without the diffusion approximation. In an open tube, let $T_t$ be the mean number of side hits of transmitted molecules and $T_r$ that of returned molecules. If equilibrium gas feeds both ends, the side wall receives the equilibrium flux $J$, hence $J\pi dL$ hits per unit time. By symmetry half of them belong to molecules from one end, which enter at the rate $JA$. Thus

$$
WT_t+(1-W)T_r=\frac12\frac{\pi dL}{\pi d^2/4}=\frac{2L}{d}.
$$

In the blind hole, molecules that never reach the bottom are the returned molecules of the open tube. Let $R$ be the mean total number of hits of those that do reach it. Then

$$
WR+(1-W)T_r=\frac{4L}{d}+1 .
$$

Subtracting the first relation from the second removes $T_r$:

$$
WR-WT_t=\frac{2L}{d}+1,
\qquad
R=T_t+\frac{1+2L/d}{W}.
$$

To estimate $T_t$ for a long tube, note that a molecule at depth $z$ later leaves through the far end with probability close to $z/L$, the linear solution of the diffusion problem. Weighting the hits by this probability selects those made by transmitted molecules:

$$
WT_t\simeq\int_0^L\frac4d\left(1-\frac zL\right)\frac zL\,dz
=\frac4d\left(\frac L2-\frac L3\right)=\frac{2L}{3d}.
$$

Division by $W=4d/(3L)$ gives $T_t\simeq L^2/(2d^2)$. The second part of $R$ is $(2L/d)(3L/4d)=3L^2/(2d^2)$ to leading order, and so

$$
R\simeq2\left(\frac Ld\right)^2,
\qquad
WR\simeq\frac{4d}{3L}\cdot\frac{2L^2}{d^2}=\frac{8L}{3d}.
$$

The quadratic cost is real, but the fraction of molecules that pay it falls as $d/L$. Their contribution is linear and supplies two thirds of the mean in a long hole. The other third comes from molecules that turn back earlier.

At $L/d=50$, the ring calculation gives $T_t=1360$, and

$$
R=1360+\frac{101}{0.0253}\simeq5350 .
$$

The long-hole estimate is 5000. Molecules that reach the bottom contribute 135 hits per entry and the others 66, which add to 201. The share of the former is 67%.

## The mean is far from a typical visit

The distribution of the number of hits $N$ follows from a replacement argument. Take a very deep hole and let every molecule in it make one flight per tick. Fill the wall with $4/d$ molecules per unit length and admit one new molecule per tick. This is the uniform steady state found above, so one molecule leaves per tick.

After $n$ ticks, with $n$ large, the departures are partly original molecules and partly later entrants. The later entrants supply the fraction $P(N\le n)$, because those are the ones whose whole visit fits into the elapsed time. The originals supply the rest, $P(N>n)$. The original population obeys diffusion with an absorbing mouth:

$$
u(z,n)=\frac4d\,{\rm erf}\!\left(\frac{z}{2\sqrt{D'n}}\right),
\qquad
\left.\frac{\partial u}{\partial z}\right|_0=\frac4d\frac{1}{\sqrt{\pi D'n}} .
$$

Its outflow is $D'$ times this gradient, so

$$
P(N>n)\simeq\frac4d\sqrt{\frac{D'}{\pi n}}=\frac{4}{\sqrt{3\pi n}},
\qquad 1\ll n\ll(L/d)^2 .
$$

For $L/d=50$ this predicts 0.130 at $n=100$ and 0.065 at $n=400$; the ring calculation gives 0.126 and 0.064.

The mean is the sum of $P(N>n)$ over $n\ge0$. The bottom limits the walk, and the tail is cut off at some $n_c$ proportional to $(L/d)^2$. The sum then grows as $\int^{n_c}n^{-1/2}dn\propto\sqrt{n_c}\propto L/d$, the linear law again.

The median at $L/d=50$ is 5 hits. About 24% of molecules leave after a single hit, and 36% make more than 10. A mean of 201 describes the total load on the walls, not the experience of a typical molecule.

This matters for sampling. The mean of $N^2$ grows as $\int^{n_c}n\,n^{-1/2}dn\propto n_c^{3/2}\propto(L/d)^3$. The standard deviation relative to the mean therefore grows as $(L/d)^{1/2}$, and the number of entries needed for a given relative error grows as $L/d$. In the table the relative error rises from 1% to 3% between $L/d=5$ and 50 at a fixed number of entries. In a hole as deep as $L/d=50$, a simulation that discards molecules after a few hundred hits removes much of the mean it is meant to find.

## Changes that leave the mean alone, and changes that do not

The area rule holds when all surfaces receive the equilibrium flux and every molecule eventually escapes, with a finite mean number of hits. Cosine re-emission is one way to preserve that flux. Mirror reflection preserves it too, since it maps an isotropic gas onto itself, and so does isotropic elastic scattering in a uniform background gas. With half of the reflections made specular at $L/d=10$, tracing gave $40.8\pm0.5$ hits. With a gas mean free path equal to $d$ it gave $39.4\pm0.9$, which is 1.8 standard errors below 41 and compatible with it. The transport changes, but the mean does not: at $L/d=10$, half-specular walls raise $W$ from 0.11 to about 0.24.

Shape enters through area. For a taper, $S$ is the area of the sloping wall plus the smaller bottom. At $L/d=10$ with a bottom 0.6 times as wide as the mouth, the area ratio is 32.4 and tracing gave $32.0\pm0.6$.

The source matters much more. Suppose a beam parallel to the axis takes every molecule straight to the bottom. Each departure from the bottom then escapes with probability close to $W$, so about $1/W$ departures are needed. Each is preceded by one bottom hit and followed by $2L/d$ side hits on average:

$$
M_{\rm beam}\simeq\frac{1+2L/d}{W}\simeq\frac32\left(\frac Ld\right)^2 .
$$

The first relation is approximate because later hits need not be uniform over the bottom; the second is its long-hole limit. At $L/d=10$ the first form gives 192 hits and tracing gave $193.5\pm2.3$, against 41 for gas entering from equilibrium. The same estimate, less the initial arrival, applies to a nonsticking etch product released uniformly from the bottom with a cosine distribution. Its chance of redeposition must not be computed from $4L/d+1$.

## How small must the loss be?

Let every hit remove a molecule with probability $\beta$. For $\beta\ll1$ and a deep hole, the hit density obeys

$$
D'\frac{d^2v}{dz^2}=\beta v,
\qquad v(0)\simeq\frac4d,
\qquad v'(L)\simeq0 .
$$

The last condition neglects loss on the bottom itself, which is small beside that on the side wall. With $\lambda=\sqrt{D'/\beta}=d/\sqrt{3\beta}$, the solution is

$$
v(z)=\frac4d\frac{\cosh[(L-z)/\lambda]}{\cosh(L/\lambda)},
\qquad
M_\beta\simeq\int_0^Lv\,dz=\frac{4\lambda}{d}\tanh\frac L\lambda .
$$

For $L\ll\lambda$, the expansion $\tanh x\simeq x-x^3/3$ gives

$$
M_\beta\simeq\frac{4L}{d}\left(1-\frac{L^2}{3\lambda^2}\right)
=\frac{4L}{d}\left(1-\beta\frac{L^2}{d^2}\right).
$$

The condition for the linear law is therefore $\beta(L/d)^2\ll1$, which is stricter than $\beta(4L/d)\ll1$: loss first removes the rare long visits that carry most of the mean. For $L\gg\lambda$, $M_\beta\to4/\sqrt{3\beta}$ and further depth adds no hits.

At $L/d=50$ the ring calculation gives 196, 160 and 68 hits for $\beta=10^{-5}$, $10^{-4}$ and $10^{-3}$. The corresponding chances of loss, $\beta M_\beta$, are 0.2%, 1.6% and 6.8%. Using 201 hits in the last case would give 20%, three times too much. The diffusion formula gives 72 hits there, 6% above the ring value.

## A hole of device size

Take $d=100$ nm and $L=5000$ nm, roughly the scale of a channel hole in 3D NAND memory, with trimethylaluminium at 500 K and a total pressure of 1 Torr. The surface is taken as already saturated, so that further molecules do not react. Then $M=4(5000/100)+1=201$.

The time in flight follows from the same equilibrium balance. At number density $n_g$ and mean speed $\bar v$, the hole holds $n_gAL$ molecules and receives $n_g\bar vA/4$ per unit time. The mean residence time is the ratio,

$$
\tau=\frac{4L}{\bar v}=\frac{4(5.0\times10^{-6}\ {\rm m})}{383\ {\rm m/s}}\simeq52\ {\rm ns}.
$$

Time spent on the wall comes on top. For an assumed binding energy of 0.30 eV and attempt rate of $10^{13}\ {\rm s^{-1}}$, each stay lasts 0.11 ns and 201 stays add 21 ns. This addition depends exponentially on the binding energy, but it does not alter the number of hits.

With an assumed collision diameter of 0.5 nm and collision partners of equal mass (a lighter carrier such as N$_2$ would give about 35 µm at the same diameter), the gas mean free path is 47 µm, or about 470 hole diameters, so a single flight is almost collision-free. The mean flight length in a long tube is $(d/\pi)\int\sin\alpha\,d\alpha\int\cos^2\!\phi\,d\phi=d$. A molecule that reaches the bottom thus travels about $5350d=535$ µm and meets other molecules about eleven times. In a uniform equilibrium gas this does not change the mean number of hits.

Real holes can depart from the model through reaction and shape. While the surface is still unsaturated, the reaction probability can be far above the limit found here, and the nonsticking count does not apply; a dose calculation then has to follow the moving coverage. A taper to an 80 nm bottom lowers the mean to 181, about 10%. A 5 nm film on the side wall, with the depth held fixed, narrows the hole to 90 nm and raises the mean to 223, about 11%. The measured profile and the current film thickness should therefore enter the area ratio.

For a saturated surface fed by equilibrium gas, $S/A$ gives the mean wall load directly. If the quantity of interest depends on reaching the bottom, $W$ gives the fraction of entering molecules that arrive there, $T_t$ the mean number of hits they make on the way, and $R$ the mean number over their whole visit. Unlike $S/A$, the values given for these three, and the condition on $\beta$, hold only for fully diffuse walls and a gas mean free path much longer than $d$. If $\beta(L/d)^2$ is not small, $M_\beta$ should replace $M$. The diffusion formula for it gives too many hits as $\beta$ grows: at $L/d=50$ it is 6% high at $\beta=10^{-3}$, about 17% high at $10^{-2}$ and about 46% high at $10^{-1}$, so above roughly $10^{-3}$ the view-factor equations should be solved instead. The numerical output below lists these quantities for $L/d=50$, with $M_\beta$ for losses from $10^{-5}$ to $10^{-3}$ per hit.

## Table of computed values

```
Hole diameter: 100 nm; depth: 5000 nm
Aspect ratio L/d: 50
Temperature: 500 K; total pressure: 1 Torr
Molar mass: 72.09 g/mol
Area-formula mean: 201 hits
Rays, L/d=5: 21.01 +/- 0.21 hits; formula 21
Rays, L/d=10: 41.41 +/- 0.58 hits; formula 41
Rays, L/d=20: 80.74 +/- 1.52 hits; formula 81
Rays, L/d=50: 201.81 +/- 5.96 hits; formula 201
Ray bottom hits, L/d=50: 1.008 +/- 0.052
Ray path, L/d=50: 200.8 +/- 5.9 d
Half-specular walls, L/d=10: 40.79 +/- 0.45 hits
Gas free path=d, L/d=10: 39.37 +/- 0.91 hits
Test taper, bottom/top=0.6, L/d=10: 31.97 +/- 0.60 hits
Test taper area formula: 32.37 hits
Beam, L/d=10: 193.5 +/- 2.3 hits
Beam estimate, L/d=10: 191.9 hits
One-flight axial variance: 0.666667 d^2
Reach probability W, L/d=50: 0.02530
Long-tube estimate of W: 0.02667
Mean bottom hits if reached: 39.52
Transmitted-tube mean T_t: 1360.2 hits
Returned-tube mean T_r: 67.29 hits
Mean hits if bottom reached R: 5352.1
Long-hole estimate of R: 5000 hits
Reachers' contribution: 135.41 hits
Nonreachers' contribution: 65.59 hits
Reachers' share: 67.37 %
Ring refinement 8 to 16 per d, W shift: 0.2945 %
Ring refinement 8 to 16 per d, R shift: 0.2946 %
L/d=200: W=0.006586; R=81353 hits; share=66.89 %
Median total hits, L/d=50: 5
Probability of more than 1 hits: 0.76288
Probability of more than 10 hits: 0.36154
Probability of more than 100 hits: 0.12610
Probability of more than 400 hits: 0.06417
Diffusive tail at 100, 400 hits: 0.13029, 0.06515
Mean thermal speed: 383.2 m/s
Mean gas-phase residence: 52.19 ns
Gas collision diameter: 0.50 nm
Gas mean free path: 46.62 um; divided by d: 466
Mean path if bottom reached: 535.2 um
Loss/hit 1e-05: mean 195.70, estimate 195.15 hits; lost 0.196 %
Loss/hit 1e-04: mean 159.59, estimate 161.51 hits; lost 1.596 %
Loss/hit 1e-03: mean 68.29, estimate 72.42 hits; lost 6.829 %
Loss scale d^2/(3L^2): 1.333e-04 per hit
Example taper to 80 nm bottom: 180.64 hits
Film thickness 5 nm, narrowed hole: 223.22 hits
Surface binding: 0.30 eV; attempt rate: 1e+13 1/s
Surface stay per hit: 0.1056 ns; total: 21.24 ns
```
